\section*{Choosing order, cutoff radii and division guard in the cluster-correlation expansion, part 2}

The Hahn echo of an electron spin in a bath of $N$ nuclear spins $\frac12$ is computed by a cluster-correlation expansion (CCE). We now treat its cutoffs and small denominators. Units are nm, $\mu$s and rad/$\mu$s. The bath is fully mixed unless stated, and $2\langle S_x\rangle=\mathrm{Re}\,L$ at time $2\tau$, with $|L|\le1$. The secular couplings, with $\theta$ measured from the field axis $z$, are
\begin{equation}
A=\frac{a(3\cos^2\theta-1)}{R^3},\qquad b=\frac{d(1-3\cos^2\theta)}{2r^3}.
\end{equation}

Spins within $R$ of the electron are kept, and those at most $r_d$ apart are joined; connected clusters up to size $M$ are listed. With $L_C$ the signal of subset $C$ alone and $L_\emptyset=1$,
\begin{equation}
\ell_C=\frac{L_C}{\prod_{D\subsetneq C}\ell_D},\qquad L^{(M)}=\prod_{|C|\le M}\ell_C .\label{rec}
\end{equation}
Over all subsets, with $m=|D|$,
\begin{equation}
L^{(M)}=\prod_{|D|\le M}L_D^{\,e},\qquad e=\sum_{k=0}^{M-m}(-1)^k\binom{N-m}{k}=(-1)^{M-m}\binom{N-m-1}{M-m},\label{expo}
\end{equation}
with $e=1$ for $m=N$. Uncoupled parts give $\ell_C=1$.

For a pair, $\Delta=A_i-A_j$, $\omega=\tfrac14\sqrt{\Delta^2+4b^2}$ and
\begin{equation}
1-L=\frac{\Delta^2b^2}{16\,\omega^4}\sin^4\omega\tau=\frac{16\Delta^2b^2}{(\Delta^2+4b^2)^2}\sin^4\omega\tau .\label{pair}
\end{equation}

The model bath is a simple cubic proton lattice: spacing $a_0=0.25$ nm, density $n=64$ nm$^{-3}$, field along a cube axis, electron at a cube centre, sites within $0.5$ nm empty, $a=0.49678$ and $d=7.547\times10^{-4}$ nm$^3$ rad/$\mu$s. "The cube" is eight of its sites, with corner at $(0.625,0.125,0.375)$ nm. The dimensionless "split bath" has uncoupled components $\{0,1,2\}$ and $\{3,4\}$, with signals $L_a$, $L_b$.

In the final listing, "series" tests $\ln\ell_C=O(\lambda^p)$, $p=2\lceil|C|/2\rceil$, under $b\to\lambda b$, with unequal polarizations; "control" adds pseudosecular terms $\pm\frac12B_iI_i^x$ and a nuclear Zeeman term.

\section{Bath radius and pair distance}

At $M=2$, $-\ln L^{(2)}=\sum_{i<j}-\ln L_{ij}$ is a sum of nonnegative terms, so either cutoff underestimates the decay. For distant pairs $-\ln L_{ij}\approx1-L_{ij}$. Both limits below follow from writing (\ref{pair}) as $\Delta^2b^2\tau^4(\sin x/x)^4/16$ with $x^2=(\Delta^2+4b^2)\tau^2/16$.

\subsection{Bath radius}
Take $R\gg r_d$ and $R\gg(a\tau)^{1/3}$. Then $\Delta\tau\ll1$, $x\to|b|\tau/2$, and $1-L\approx\Delta^2h$ with $h=\sin^4(b\tau/2)/b^2$. For separation $\mathbf r$ about a midpoint $\mathbf R$, $\Delta\approx\mathbf r\cdot\nabla A$. Writing $A=a(3z^2R^{-5}-R^{-3})$, $u=\cos\theta$ and $\varrho=R\sin\theta$,
\begin{align}
\partial_zA&=a(6zR^{-5}-15z^3R^{-7}+3zR^{-5})=a(9u-15u^3)/R^4,\\
\partial_\varrho A&=a\varrho(-15z^2R^{-7}+3R^{-5})=a\sin\theta\,(3-15u^2)/R^4 .
\end{align}
Lattice reflections remove the off-diagonal sums $\sum r_\mu r_\nu h$, and the fourfold axis equates $x$ and $y$, so $\sum_{\mathbf r}\Delta^2h=T_\parallel(\partial_zA)^2+T_\perp(\partial_\varrho A)^2$ with $T_\parallel=\sum z^2h$, $T_\perp=\sum x^2h$ over $0<r\le r_d$. With $\langle u^{2k}\rangle=1/(2k+1)$,
\begin{align}
\langle(9u-15u^3)^2\rangle&=27-54+\tfrac{225}7=\tfrac{36}7,\\
\langle(1-u^2)(9-90u^2+225u^4)\rangle&=(9-30+45)-(3-18+\tfrac{225}7)=\tfrac{48}7 .
\end{align}
A factor $\frac12$ counts $\pm\mathbf r$ once, and $n\int_R^\infty4\pi R'^2R'^{-8}dR'=4\pi n/5R^5$, so
\begin{equation}
\delta_R=\frac{2\pi na^2}{35\,R^5}\,(36T_\parallel+48T_\perp).\label{tr}
\end{equation}
For midpoints between 5 and 10 nm, $r_d=0.5$ nm and $\tau=2\ \mu$s, the explicit lattice sum is $1.4370\times10^{-5}$ and the law gives $1.4308\times10^{-5}$, $0.4\%$ lower.

\subsection{Pair distance}
Take $r_d\gg(a\tau)^{1/3}$, $r_d\gg a_0$ so that the lattice sum may be replaced by an integral, and $b\tau\ll1$ for $r>r_d$. At most one spin $i$ of such a pair lies where $A\tau$ is appreciable, so $\Delta\approx A_i$, $x\to|A_i|\tau/4$ and $1-L\approx b^2g(A_i)$, $g=16\sin^4(A\tau/4)/A^2$. The sums separate. With $\langle(1-3u^2)^2\rangle=1-2+\frac95=\frac45$, $\langle b^2\rangle=d^2/5r^6$, and $n\int_{r_d}^\infty4\pi r^{-4}dr=4\pi n/3r_d^3$,
\begin{equation}
\delta_d=\frac{4\pi nd^2G}{15\,r_d^3},\qquad G=\sum_ig(A_i).\label{td}
\end{equation}
The approximation $\Delta\approx A_i$ fails where spin $i$ is itself at distance $\sim r_d$. There $g\approx A^2\tau^4/16$, which sums to order $na^2\tau^4/r_d^3$, against $G\sim n\tau^2\cdot a\tau$ from the volume $a\tau$; the relative correction is $O(a\tau/r_d^3)$. For separations from 3 to 4 nm the explicit sum is $1.3794\times10^{-4}$ and the law $1.3564\times10^{-4}$, $1.7\%$ lower.

\subsection{Reading the lattice numbers}
At $\tau=2\ \mu$s, $(a\tau)^{1/3}=0.998$ nm. For $r_d=0.75$ nm, $T_\parallel=3.4798\times10^{-4}$ and $T_\perp=1.1539\times10^{-4}$ nm$^2\mu$s$^2$, so $36T_\parallel+48T_\perp=0.018066$, $2\pi na^2=99.24$ and $\delta_R=99.24\times0.018066/35R^5=0.0512/R^5$ ($R$ in nm). Keeping pairs with both spins inside $R=1,2,3,4$ nm gives $-\ln L^{(2)}=0.32157$, $0.39401$, $0.39579$, $0.39599$. The rise from 2 to 4 nm is $1.98\times10^{-3}$, against $1.60\times10^{-3}-0.05\times10^{-3}=1.55\times10^{-3}$. The excess has the expected sign: a cut on spins also drops pairs whose midpoint lies up to $r_d/2$ inside $R$, a relative correction $O(r_d/R)$. Cutting on the midpoint instead gives a rise of $1.60\times10^{-3}$, within $4\%$ of the law.

With $G=207.42\ \mu$s$^2$, $\delta_d=804.2\times5.696\times10^{-7}\times207.42/15r_d^3=6.33\times10^{-3}/r_d^3$. At $R=4$ nm and $r_d=0.25$, $0.5$, $1$, $1.5$, $2$ nm the sums are $0.33679$, $0.37727$, $0.40218$, $0.40628$, $0.40732$. From 1.5 to 2 nm the rise is $1.04\times10^{-3}$ against $1.09\times10^{-3}$ from the law, from 1 to 2 nm $5.14\times10^{-3}$ against $5.54\times10^{-3}$. From 0.25 to 2 nm it is $0.071$ against $0.40$: $r_d=0.25$ nm lies below $(a\tau)^{1/3}$ and equals the lattice spacing, so neither $\Delta\approx A_i$ nor the continuum integral holds. Adding $\delta_d=7.9\times10^{-4}$ gives a limit near $0.408$, which nearest neighbours alone miss by $17\%$.

Both laws were derived for radii above $(a\tau)^{1/3}$, and $\delta_R$ also for $R\gg r_d$; the radii are then set from $\delta_R$ and $\delta_d$, with $T_\parallel$, $T_\perp$ and $G$ evaluated at the longest $\tau$. Doubling $R$ cuts its tail by 32, doubling $r_d$ by 8, each at eight times as many pairs. Here the law puts the tail at $0.4\%$ of $-\ln L^{(2)}$ for $R=2$ nm and at $1.6\%$ for $r_d=1$ nm; by its smaller exponent $r_d$ is the setting that improves more slowly. The first figure is for $r_d=0.75$ nm; with a cut on spins $\delta_R$ runs low as $r_d$ approaches $R$, and at $r_d=2$ nm the rise from $R=2$ to $5$ nm is $3.0\times10^{-3}$ against $1.8\times10^{-3}$ from the law. With $R=3$ nm and $r_d=1$ nm, $L^{(2)}=1/e$ at $2\tau=5.36\ \mu$s. This is the $M=2$ value at these cutoffs, and the last digit is not converged: it falls to $5.337\ \mu$s at $R=4$ nm, $r_d=2$ nm and to $5.335\ \mu$s at $R=5$ nm, $r_d=2.5$ nm. The triples act in the opposite direction. For $R=2.25$ nm and $r_d=0.5$ nm they add $+1.5\times10^{-2}$ to $\ln L$ at this time, lengthening it by about $0.03\ \mu$s, and $+3.3\times10^{-3}$ at $\tau=2\ \mu$s, $0.8\%$ of the decay against $0.35\%$ in the single cube. The value also omits clusters of four or more spins, pseudosecular terms, finite pulses and relaxation.

In the cube at $M=4$, with all couplings kept inside each listed cluster, $r_d=0.25$ nm gives an error $3.0\times10^{-7}$ at $2\ \mu$s instead of $9.0\times10^{-11}$. With $r_d=0.354$ nm the result equals that of all subsets. A third corner is joined to both ends of a body diagonal, so the sets dropped are the four body-diagonal pairs, for which $\cos^2\theta=\frac13$, $b=0$ and $\ell=1$.

\section{Division by small signals}

At $|\Delta|=2|b|$, (\ref{pair}) is $L_P=1-\sin^4\omega\tau=\cos^2\omega\tau\,(1+\sin^2\omega\tau)\approx2\omega^2(\tau-\tau^*)^2$ near $\tau^*=\pi/2\omega$, a double zero. By (\ref{expo}), $L^{(M)}\propto|\tau-\tau^*|^{2e}$ provided no other $L_D$ vanishes there. For $N=5$, $m=2$, the exponents at $M=2,\dots,5$ are $1,-2,1,0$. In a dimensionless fully coupled model with $b_{01}=1$, $\Delta=2$, $\omega^2=\frac12$ and $\tau^*=2.2214$, the tested logarithmic slopes are $2.000$, $-4.000$, $2.000$, $0.000$. At $\tau^*+10^{-4}$, $L_P=1.0\times10^{-8}$ and the true signal is $0.3029$, whereas $L^{(3)}=3.8\times10^{13}$; at even $M$ the result goes to zero, finite but equally wrong. With connected clusters at $M=3$, $L_P$ appears once as itself and once in the denominator of each of the $n_3$ listed triples that hold the pair, so $e=1-n_3$. Uncoupling spin 4 from the pair gives $n_3=2$ and slope $-2.000$. The product over all subsets gives the same slope, because the disconnected triple has the signal $L_P$ and restores one power.

Exact resonance is not needed. For $\Delta=2(1+\epsilon)$ the minimum of $L_P$ is $[\epsilon(2+\epsilon)/(2+2\epsilon+\epsilon^2)]^2\approx\epsilon^2$. At $\epsilon=0.1$, $0.03$, $0.01$ it is $9.03\times10^{-3}$, $8.73\times10^{-4}$, $9.90\times10^{-5}$, and $L^{(3)}=50.6$, $5.06\times10^3$, $3.92\times10^5$ while $L$ stays near $0.303$. The product $L^{(3)}L_P^2$ is $4.1$, $3.9$, $3.8\times10^{-3}$, nearly constant as $e=-2$ requires.

The pole belongs to the truncated formula, not to rounding. At full order the recursion divides $L_B$ by a product of stored factors and multiplies by the same factors, so their errors cancel unless the product is zero or overflows; $L^{(5)}$ met the propagated value within $10^{-10}$. At $M<N$ errors in the signals propagate as $\delta L^{(M)}/L^{(M)}=\sum_De\,\delta L_D/L_D$.

A guard sets $\ell_C=1$ when some subcluster has $|L_D|$ below a threshold. Every cluster that holds the pair is then discarded, and the result is $L_P$ times factors that do not involve both its spins. With threshold $10^{-3}$ it is $8.3\times10^{-9}$ at both $M=3$ and $M=5$, so the spike is replaced by a false zero and full-order exactness is lost. Since the unguarded factor is $|L_P|^{e}$, a threshold $\eta$ still admits amplification up to $\eta^{e}$; the spike of $50.6$ passes a guard of $10^{-3}$.

The additive expansion $L_C=\sum_{D\subseteq C}\kappa_D$, $\kappa_\emptyset=1$, has the same inversion, so its order-$M$ sum is $\sum_De\,L_D$ including $D=\emptyset$. It has no division and is exact at $M=N$. For uncoupled parts $\kappa_C=\sum\pm L_{D_1}L_{D_2}=\kappa_{C_1}\kappa_{C_2}$, which is not zero in general, so it is not size-consistent. In the split bath single spins have $\kappa=0$, all cross terms have size 4 or 5, and order 3 omits $(L_a-1)(L_b-1)=(-0.601506)(-0.768985)=0.462549$, equal to $0.092058-(-0.370491)$. At the pole it gives $0.514$ at $M=3$ and $0.268$ at $M=4$, absolute errors $+0.211$ and $-0.035$.

In use, the smallest $|L_D|$ and its exponent should be recorded at every time point. A value $|L^{(M)}|>1$ proves failure, and a value below 1 does not prove success. Points where the guard acts are to be treated as undetermined. Raising $M$ to the size of the connected component holding the pair removes this pole, because the factor of that component is then exact; the whole signal is exact if no other component is larger. This is available when the component is small enough to diagonalize.

\section*{Computed values}
\begin{verbatim}
model A = [3.0, -1.0, 1.5, -3.5, 0.2] tau = 1.5 (dimensionless)
split bath b01,b12,b02,b34 = 0.9 -0.7 0.5 1.1
split: 2<Sx> 0.09205813 CCE2 0.05063566 CCE3 0.09205813
split: La 0.398494 Lb 0.231015 additive3 -0.370491 max|l_disc-1| 1e-15
series b_ij (i<j) = [0.9, 0.5, -1.2, 0.8, -0.7, 1.3, 0.6, -1.0, 1.4, 1.1]
series P(up) = [0.9, 0.2, 0.7, 0.4, 0.65]
|C|=2: p=2 |coef_p| of first cluster 1.190e+00, forbidden coefs < 2e-15
|C|=3: p=4 |coef_p| of first cluster 1.052e+00, forbidden coefs < 1e-14
|C|=4: p=4 |coef_p| of first cluster 2.882e-01, forbidden coefs < 5e-14
|C|=5: p=6 |coef_p| of first cluster 6.141e+00, forbidden coefs < 2e-13
control B=[1.2, -0.8, 2.0] w=1.7: triple |coef| 1,2,3 = 4e-15 3.028e+00 6.945e+00
pole model A = [1.0, -1.0, 4.0, -5.0, 7.0]
pole b_ij = [1.0, 0.3, 0.1, -0.25, -0.1, 0.4, 0.15, 0.1, 0.05, 0.2]
tau* = 2.221441; slopes M=2..5: 2.000 -4.000 2.000 0.000
b04=b14=0: n3=2, CCE3 slope connected -2.000, all subsets -2.000
tau*+1e-4: L01 1.000e-08 exact 0.302863 CCE3 3.846e+13 CCE5 0.302863
guard 0.001: CCE3 8.336e-09 CCE5 8.329e-09
additive M=3 0.513604 M=4 0.268237
eps=0.1: min L01 9.029e-03 CCE3 5.062e+01 exact 0.30383
eps=0.03: min L01 8.732e-04 CCE3 5.056e+03 exact 0.30301
eps=0.01: min L01 9.900e-05 CCE3 3.918e+05 exact 0.30289
a = 0.49678 nm^3 rad/us, d = 7.54737e-04 nm^3 rad/us
a0 = 0.25 nm, n = 64 nm^-3, empty radius 0.5 nm, d/a0^3 = 0.04830 rad/us
cube corner (nm) [0.625, 0.125, 0.375] A (rad/us):
[-0.281, 0.329, -0.336, 0.152, -0.304, 0.0, -0.277, -0.032]
cube tau (us) [2.0, 10.0, 30.0] exact L 0.99816883 0.66721548 0.42668339
M=2: L^(M)-L = -6.43e-06 -2.47e-02 -1.83e-01
M=3: L^(M)-L = +6.12e-09 +2.36e-03 +7.46e-01
M=4: L^(M)-L = +9.04e-11 -9.61e-05 -2.08e-01
M=5: L^(M)-L = -1.75e-12 -1.47e-04 +4.02e-02
M=6: L^(M)-L = +1.25e-13 +3.40e-05 +5.42e-02
M=7: L^(M)-L = -2.94e-14 -2.44e-06 -2.01e-02
M=8: L^(M)-L = +1.11e-16 +0.00e+00 -5.55e-17
M=4 connected, r_d=0.250 nm: err +3.02e-07 +1.33e-03 -1.58e-01
M=4 connected, r_d=0.354 nm: err +9.04e-11 -9.61e-05 -2.08e-01
tau = 2.0 us, (a tau)^(1/3) = 0.998 nm, G = 207.42 us^2
shell R 5.0-10.0 nm, r_d 0.5 nm: sum 1.4370e-05 law 1.4308e-05
shell r_d 3.0-4.0 nm: sum 1.3794e-04 law 1.3564e-04
r_d=0.75 nm: T_par 3.4798e-04, T_perp 1.1539e-04 nm^2 us^2
R=1.00 nm r_d=0.75 nm: -lnL2 0.32157 tail law 5.12e-02
R=2.00 nm r_d=0.75 nm: -lnL2 0.39401 tail law 1.60e-03
R=3.00 nm r_d=0.75 nm: -lnL2 0.39579 tail law 2.11e-04
R=4.00 nm r_d=0.75 nm: -lnL2 0.39599 tail law 5.00e-05
R=4.0 nm r_d=0.25 nm: -lnL2 0.33679 tail law 4.05e-01
R=4.0 nm r_d=0.50 nm: -lnL2 0.37727 tail law 5.07e-02
R=4.0 nm r_d=1.00 nm: -lnL2 0.40218 tail law 6.33e-03
R=4.0 nm r_d=1.50 nm: -lnL2 0.40628 tail law 1.88e-03
R=4.0 nm r_d=2.00 nm: -lnL2 0.40732 tail law 7.92e-04
CCE-2 1/e time 2tau = 5.360 us (R=3.0 nm, r_d=1.0 nm)
\end{verbatim}
